**Shot noise against thermal noise in a 50 ohm load**

The program tests the result that the shot noise 2qI of a photodiode current I equals the thermal current noise 4kT/R of its load at I = 2kT/(qR). Here q is the elementary charge, k Boltzmann's constant, T the load temperature and R its resistance; all spectral densities are one-sided. It asserts that simulated independent arrivals give 2qI within 5 percent, and that more regular arrivals give about a quarter of that. It also asserts the resonator integral used to derive the thermal noise, by numerical quadrature. Tunnelling rates computed from Fermi occupations give the factor 4 in 4kT/R independently, and show that the excess noise of a biased chain of 100 junctions is negligible at the crossover voltage. The output gives a crossover of 1.034 mA at 300 K, with 51.7 mV across the load. For the example's values, a 3 dB amplifier noise figure raises the crossover to 2.03 mA, while laser intensity noise of -155 dB/Hz lowers the current at which total photocurrent noise matches thermal noise to 0.636 mA.

## Numerical check

```python
# Result under test: the shot noise 2 q I of a photodiode current I equals the
# thermal current noise 4 k T / R of a load resistor at I = 2 k T / (q R).
# q: elementary charge, k: Boltzmann constant, T: temperature, R: resistance.
# All spectral densities are one-sided (positive frequencies only).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

q, k, h, c = const.e, const.k, const.h, const.c
rng = np.random.default_rng(12345)


def simulated_noise_ratio(shape, duration=2000, records=400):
    """Periodogram of unit-charge arrivals divided by 2 q I.
    Waiting times are gamma distributed with mean 1; shape 1 is Poisson."""
    freqs = np.arange(1, 21) / duration
    power, count = 0.0, 0
    for _ in range(records):
        waits = rng.gamma(shape, 1.0 / shape, duration + 800)
        times = np.cumsum(waits)
        assert times[-1] > duration
        times = times[times < duration]
        amplitude = np.exp(-2j * np.pi * np.outer(freqs, times)).sum(axis=1)
        power += np.mean(2 * np.abs(amplitude) ** 2 / duration)
        count += len(times)
    current = count / (records * duration)
    return power / records / (2 * current)


poisson_ratio = simulated_noise_ratio(1.0)
regular_ratio = simulated_noise_ratio(4.0)
# 8000 periodogram values give a statistical error near 1.1 percent
assert abs(poisson_ratio - 1) < 0.05
# waiting times with a quarter of the Poisson variance: a quarter of the noise
assert abs(regular_ratio - 0.25) < 0.02

# Parallel RLC resonator: integral of |Z|^2 over frequency against R/(4C)
R, T = 50.0, 300.0
resonator_ratios = []
for f0, quality in [(1e6, 20.0), (1e9, 50.0), (1e10, 100.0)]:
    capacitance = quality / (2 * np.pi * f0 * R)

    def shape_function(x):
        return x**2 / (x**2 + quality**2 * (x**2 - 1) ** 2)

    area = quad(shape_function, 0, 2, points=[0.9, 1.0, 1.1], limit=300)[0]
    area += quad(shape_function, 2, np.inf)[0]
    resonator_ratios.append(R**2 * f0 * area / (R / (4 * capacitance)))
assert np.allclose(resonator_ratios, 1, rtol=1e-6)


# Tunnel resistor, energies in kT and charge 1: rates from Fermi occupations
def tunnel_rate(bias, prefactor=0.37):
    def integrand(energy):
        return expit(-(energy - bias)) * expit(energy)
    return prefactor * quad(integrand, -45, 45, points=[0, bias],
                            epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def chain_noise(total_bias, junctions):
    """Loop noise of equal tunnel resistors in series, divided by kT G."""
    bias = total_bias / junctions
    forward, backward = tunnel_rate(bias), tunnel_rate(-bias)
    conductance = (forward - backward) / total_bias
    return 2 * (forward + backward) / junctions / conductance


small_bias = 1e-3
conductance = (tunnel_rate(small_bias) - tunnel_rate(-small_bias)) / small_bias
thermal_factor = 2 * 2 * tunnel_rate(0.0) / conductance
assert abs(thermal_factor - 4) < 1e-5
single_excess = chain_noise(2.0, 1) / 4
chain_excess = chain_noise(2.0, 100) / 4
assert abs(single_excess - 1 / np.tanh(1.0)) < 1e-6
assert abs(chain_excess - 0.01 / np.tanh(0.01)) < 1e-6
assert abs(chain_excess - 1) < 1e-4

# Crossover from the formula and from the two microscopic calculations
thermal_density = 4 * k * T / R
crossover = 2 * k * T / (q * R)
crossover_micro = thermal_factor * k * T / R / (2 * q * poisson_ratio)
assert abs(crossover_micro / crossover - 1) < 0.05
assert 0.9e-3 < crossover < 1.1e-3
shot_density = 2 * q * crossover

# Receiver example, rough typical germanium-on-silicon values
wavelength, efficiency = 1550e-9, 0.8
dark_current, bandwidth = 50e-9, 10e9
responsivity = efficiency * q * wavelength / (h * c)
optical_power = crossover / responsivity
thermal_rms = np.sqrt(thermal_density * bandwidth)
total_rms = np.sqrt((thermal_density + shot_density) * bandwidth)
dark_density = 2 * q * dark_current
dark_load = 2 * k * T / (q * dark_current)

# Neglected effects
noise_figure_db, reference_T = 3.0, 290.0
amplifier_T = (10 ** (noise_figure_db / 10) - 1) * reference_T
crossover_amplifier = 2 * k * (T + amplifier_T) / (q * R)
rin_db = -155.0
rin = 10 ** (rin_db / 10)
crossover_rin = brentq(lambda i: (2 * q * i + rin * i**2) / thermal_density - 1,
                       0, 0.1, xtol=1e-15)
rin_formula = (np.sqrt(q**2 + rin * thermal_density) - q) / rin
assert abs(crossover_rin / rin_formula - 1) < 1e-8
hot_T = 350.0
crossover_hot = 2 * k * hot_T / (q * R)

quantum_x = h * bandwidth / (k * T)
levels = np.arange(40000)
weights = np.exp(-levels * quantum_x)
quantum_factor = quantum_x * np.sum(levels * weights) / np.sum(weights)
assert abs(quantum_factor - quantum_x / np.expm1(quantum_x)) < 1e-8

layer, velocity = 0.5e-6, 6e4
transit = layer / velocity
pulse_times = (np.arange(20000) + 0.5) / 20000 * transit
pulse_transform = np.mean(np.exp(-2j * np.pi * bandwidth * pulse_times))
transit_factor = abs(pulse_transform) ** 2
assert abs(transit_factor - np.sinc(bandwidth * transit) ** 2) < 1e-7


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("TESTS")
show("Poisson arrivals, simulated noise / 2qI", poisson_ratio, "")
show("regular arrivals (gamma shape 4), noise / 2qI", regular_ratio, "")
show("resonator integral / (R/4C), worst deviation",
     max(abs(np.array(resonator_ratios) - 1)), "", 2)
show("tunnel resistor at zero bias, noise / (kT G)", thermal_factor, "", 6)
show("one junction at V = 2kT/q, noise / (4kT G)", single_excess, "")
show("100 junctions, same total V, noise / (4kT G)", chain_excess, "", 7)
show("crossover from microscopic calculations", crossover_micro * 1e3, "mA")
print("MAIN RESULT")
show("resistance", R, "ohm")
show("temperature", T, "K")
show("thermal voltage kT/q", k * T / q * 1e3, "mV")
show("thermal noise density 4kT/R", thermal_density, "A^2/Hz")
show("its square root", np.sqrt(thermal_density) * 1e12, "pA/sqrt(Hz)")
show("crossover current", crossover * 1e3, "mA")
show("shot noise density at crossover", shot_density, "A^2/Hz")
show("dc voltage on the load at crossover", crossover * R * 1e3, "mV")
show("electron arrival rate at crossover", crossover / q, "1/s")
print("RECEIVER EXAMPLE")
show("wavelength", wavelength * 1e9, "nm")
show("quantum efficiency", efficiency, "")
show("responsivity", responsivity, "A/W")
show("optical power at crossover", optical_power * 1e3, "mW")
show("bandwidth", bandwidth / 1e9, "GHz")
show("rms thermal noise current", thermal_rms * 1e6, "uA")
show("rms total noise current at crossover", total_rms * 1e6, "uA")
show("dark current", dark_current * 1e9, "nA")
show("dark-current shot noise density", dark_density, "A^2/Hz")
show("dark shot noise / thermal noise", dark_density / thermal_density, "")
show("load for crossover at the dark current", dark_load / 1e6, "Mohm")
print("NEGLECTED EFFECTS")
show("amplifier noise figure", noise_figure_db, "dB")
show("amplifier noise temperature", amplifier_T, "K")
show("crossover with amplifier noise", crossover_amplifier * 1e3, "mA")
show("laser relative intensity noise", rin_db, "dB/Hz")
show("intensity noise density at 2kT/(qR)", rin * crossover**2, "A^2/Hz")
show("crossover with intensity noise", crossover_rin * 1e3, "mA")
show("hot load temperature", hot_T, "K")
show("crossover with hot load", crossover_hot * 1e3, "mA")
show("hf/kT at 10 GHz and 300 K", quantum_x, "")
show("quantum factor on thermal noise at 10 GHz", quantum_factor, "", 5)
show("absorbing layer thickness", layer * 1e6, "um")
show("carrier velocity", velocity * 100, "cm/s")
show("transit time", transit * 1e12, "ps")
show("transit factor on shot noise at 10 GHz", transit_factor, "")
print("success")
```

Output:

```
TESTS
Poisson arrivals, simulated noise / 2qI: 1.005
regular arrivals (gamma shape 4), noise / 2qI: 0.2525
resonator integral / (R/4C), worst deviation: 4.7e-15
tunnel resistor at zero bias, noise / (kT G): 4
one junction at V = 2kT/q, noise / (4kT G): 1.313
100 junctions, same total V, noise / (4kT G): 1.000033
crossover from microscopic calculations: 1.029 mA
MAIN RESULT
resistance: 50 ohm
temperature: 300 K
thermal voltage kT/q: 25.85 mV
thermal noise density 4kT/R: 3.314e-22 A^2/Hz
its square root: 18.2 pA/sqrt(Hz)
crossover current: 1.034 mA
shot noise density at crossover: 3.314e-22 A^2/Hz
dc voltage on the load at crossover: 51.7 mV
electron arrival rate at crossover: 6.454e+15 1/s
RECEIVER EXAMPLE
wavelength: 1550 nm
quantum efficiency: 0.8
responsivity: 1 A/W
optical power at crossover: 1.034 mW
bandwidth: 10 GHz
rms thermal noise current: 1.82 uA
rms total noise current at crossover: 2.574 uA
dark current: 50 nA
dark-current shot noise density: 1.602e-26 A^2/Hz
dark shot noise / thermal noise: 4.835e-05
load for crossover at the dark current: 1.034 Mohm
NEGLECTED EFFECTS
amplifier noise figure: 3 dB
amplifier noise temperature: 288.6 K
crossover with amplifier noise: 2.029 mA
laser relative intensity noise: -155 dB/Hz
intensity noise density at 2kT/(qR): 3.381e-22 A^2/Hz
crossover with intensity noise: 0.6355 mA
hot load temperature: 350 K
crossover with hot load: 1.206 mA
hf/kT at 10 GHz and 300 K: 0.0016
quantum factor on thermal noise at 10 GHz: 0.9992
absorbing layer thickness: 0.5 um
carrier velocity: 6e+06 cm/s
transit time: 8.333 ps
transit factor on shot noise at 10 GHz: 0.9774
success
```
